# Linear interpolation of silicon etch rates and the (311) plane: test program

```python
"""
Result under test: if the etch rate of silicon is interpolated linearly in the
components of the unit surface normal between (100), (110) and a nonetching
(111), then R311 = 2 R100 / sqrt(11), slower than (100) for every R110.

Symbols: R100, R110, R111, R311 = normal etch rates in nm/min;
n = unit normal; theta = angle from (100) towards (111);
z = height along [100]; y = distance along [011]; p = -dz/dy.
Rates of the example are rough typical values for about 30 wt% KOH near 343 K.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq


def unit(v):
    v = np.asarray(v, float)
    return v / np.linalg.norm(v)


# All 48 symmetry copies of the triangle (100), (110), (111).
corner_columns = np.column_stack([unit([1, 0, 0]), unit([1, 1, 0]),
                                  unit([1, 1, 1])])
triangles = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        triangles.append(np.diag(signs) @ np.eye(3)[list(order)]
                         @ corner_columns)
inverse_triangles = np.linalg.inv(np.array(triangles))


def weights_by_search(normal):
    """Weights in the triangle that contains the normal."""
    weights = inverse_triangles @ unit(normal)
    return weights[np.argmax(weights.min(axis=1))]


def rate_by_search(normal, r100, r110, r111):
    return float(weights_by_search(normal) @ np.array([r100, r110, r111]))


def rate_formula(normal, r100, r110, r111):
    n1, n2, n3 = np.sort(np.abs(unit(normal)))[::-1]
    return ((n1 - n2) * r100 + np.sqrt(2) * (n2 - n3) * r110
            + np.sqrt(3) * n3 * r111)


R100, R110, R111_real, R311_rough = 800.0, 1500.0, 8.0, 1400.0
temperature = 343.0

# General formula against the search, for normals in all directions.
rng = np.random.default_rng(4)
for normal in rng.normal(size=(300, 3)):
    assert np.isclose(rate_by_search(normal, R100, R110, R111_real),
                      rate_formula(normal, R100, R110, R111_real),
                      rtol=1e-10)

# The (311) result, for widely different (110) rates.
R311_model = 2 * R100 / np.sqrt(11)
for trial_r110 in [0.0, 300.0, R110, 20000.0]:
    found = rate_by_search([3, 1, 1], R100, trial_r110, 0.0)
    assert np.isclose(found, R311_model, rtol=1e-10)
    assert found < R100

# The whole arc from (100) to (111).
theta_111 = np.arccos(1 / np.sqrt(3))


def arc_normal(theta):
    return [np.cos(theta), np.sin(theta) / np.sqrt(2),
            np.sin(theta) / np.sqrt(2)]


angles = np.linspace(0, theta_111, 60)
arc_rates = np.array([rate_by_search(arc_normal(a), 1.0, R110 / R100, 0.0)
                      for a in angles])
assert np.allclose(arc_rates, np.cos(angles) - np.sin(angles) / np.sqrt(2),
                   atol=1e-10)
assert np.all(np.diff(arc_rates) < 0)

# Finite (111) rate: value needed before (311) overtakes (100).
threshold = brentq(lambda r: rate_by_search([3, 1, 1], 1, 2, r) - 1, 0, 2)
assert np.isclose(threshold, (np.sqrt(11) - 2) / np.sqrt(3), rtol=1e-8)
R311_finite = rate_by_search([3, 1, 1], R100, R110, R111_real)
assert np.isclose(R311_finite,
                  (2 * R100 + np.sqrt(3) * R111_real) / np.sqrt(11))
assert R111_real / R100 < threshold

# Same weights normalised to sum to one: another reading of the model.
weights_311 = weights_by_search([3, 1, 1])
R311_normalised = R100 * weights_311[0] / weights_311.sum()
assert R311_normalised < R100


def etch_convex_edge(node_slopes, node_rates, minutes, step=2.0):
    """Etch a (100) top meeting a (111) side; return y and p.

    Solves dp/dt = d f(p)/dy, f = sqrt(1 + p^2) R, by Lax-Friedrichs.
    """
    node_slopes = np.asarray(node_slopes)
    node_f = np.asarray(node_rates) * np.sqrt(1 + node_slopes**2)
    fastest = np.max(np.abs(np.diff(node_f) / np.diff(node_slopes)))
    y = np.arange(-4000.0, 4000.0 + step, step)
    p = np.where(y > 0, np.sqrt(2), 0.0)
    count = int(np.ceil(minutes * fastest / (0.9 * step)))
    dt = minutes / count
    for _ in range(count):
        f = np.interp(p, node_slopes, node_f)
        new = p.copy()
        new[1:-1] = (0.5 * (p[2:] + p[:-2])
                     + dt / (2 * step) * (f[2:] - f[:-2]))
        p = new
    return y, p


def crossing(y, p, level):
    return y[np.argmax(p > level)]


etch_time = 1.0
slope_311, slope_111 = np.sqrt(2) / 3, np.sqrt(2)
low_level = slope_311 / 2
high_level = (slope_311 + slope_111) / 2

# Bevel from a fast (311), geometry against the profile equation.
phi1 = np.arccos(unit([3, 1, 1]) @ unit([1, 0, 0]))
phi2 = np.arccos(unit([3, 1, 1]) @ unit([1, 1, 1]))
bevel_width = ((R311_rough - R311_model) * etch_time
               * (1 / np.tan(phi1) + 1 / np.tan(phi2)))
y, p = etch_convex_edge([0, slope_311, slope_111],
                        [R100, R311_rough, 0.0], etch_time)
bevel_simulated = (crossing(y, p, high_level)
                   - crossing(y, p, low_level)) / np.cos(phi1)
# One percent allows for numerical smearing of the two bevel edges.
assert abs(bevel_simulated / bevel_width - 1) < 0.01
middle = 0.5 * (crossing(y, p, high_level) + crossing(y, p, low_level))
assert abs(np.interp(middle, y, p) - slope_311) < 1e-3

# Interpolated rates alone: the edge only moves, no bevel grows.
y, p = etch_convex_edge([0, slope_111], [R100, 0.0], etch_time)
edge_shift = R100 * etch_time / np.sqrt(2)
edge_simulated = crossing(y, p, slope_111 / 2)
assert abs(edge_simulated - edge_shift) < 6.0  # three grid cells
smearing = crossing(y, p, high_level) - crossing(y, p, low_level)
assert smearing < 0.05 * bevel_width

# Neglected effects for the numbers of the example.
one_degree = np.radians(1.0)
tilt_100 = 1 - rate_by_search(arc_normal(one_degree), 1, 2, 0)
tilt_311 = rate_by_search(arc_normal(phi1 - one_degree), R100, R110,
                          0) / R311_model - 1
k_ev = constants.k / constants.e
activation, activation_difference = 0.6, 0.05
one_kelvin = np.exp(activation / k_ev
                    * (1 / temperature - 1 / (temperature + 1))) - 1
ratio_shift = np.exp(activation_difference / k_ev
                     * (1 / temperature - 1 / (temperature + 10))) - 1
shortfall = R311_rough / R311_model
assert max(R311_finite / R311_model, 1 + tilt_311, 1 + one_kelvin,
           1 + ratio_shift) < shortfall

print("INPUTS (rough typical values, KOH about 30 wt%)")
print(f"temperature: {temperature:.0f} K")
print(f"R100: {R100:.0f} nm/min")
print(f"R110: {R110:.0f} nm/min")
print(f"R111 in the model: {0.0:.0f} nm/min")
print(f"R111 for the correction: {R111_real:.0f} nm/min")
print(f"R311 measured, rough: {R311_rough:.0f} nm/min")
print("MODEL")
print("weights of (100), (110), (111) in (311): "
      + ", ".join(f"{abs(w):.4f}" for w in weights_311))
print(f"R311/R100, model: {R311_model / R100:.4f}")
print(f"R311, model: {R311_model:.1f} nm/min")
print(f"R311, model: {R311_model * 60 / 1000:.1f} um/h")
print(f"R311, weights normalised to one: {R311_normalised:.1f} nm/min")
for plane in [(5, 1, 1), (2, 1, 1), (2, 1, 0), (2, 2, 1)]:
    value = rate_by_search(plane, R100, R110, 0.0)
    print(f"R{''.join(map(str, plane))}, model: {value:.1f} nm/min")
print("COMPARISON")
print(f"R311/R100, rough measured: {R311_rough / R100:.2f}")
print(f"rough measured R311 / model R311: {shortfall:.2f}")
print("CONVEX EDGE")
print(f"angle (311) to (100): {np.degrees(phi1):.2f} deg")
print(f"angle (311) to (111): {np.degrees(phi2):.2f} deg")
print(f"etch time: {etch_time:.0f} min")
print(f"sideways edge shift, formula: {edge_shift:.0f} nm")
print(f"sideways edge shift, simulated: {edge_simulated:.0f} nm")
print(f"bevel width, formula: {bevel_width:.0f} nm")
print(f"bevel width, simulated: {bevel_simulated:.0f} nm")
print("NEGLECTED EFFECTS")
print(f"R311 with finite R111: {R311_finite:.1f} nm/min")
print(f"R111/R100 of the example: {R111_real / R100:.3f}")
print(f"R111/R100 needed for R311 = R100: {threshold:.4f}")
print(f"1 deg tilt of (100) to (111), rate loss: {100 * tilt_100:.2f} %")
print(f"1 deg tilt of (311) to (100), rate gain: {100 * tilt_311:.2f} %")
print(f"activation energy, rough: {activation:.1f} eV")
print(f"rate change for 1 K: {100 * one_kelvin:.1f} %")
print(f"activation difference, assumed: {activation_difference:.2f} eV")
print(f"change of rate ratio for 10 K: {100 * ratio_shift:.1f} %")
print("all assertions hold")
```

Printed output:

```
INPUTS (rough typical values, KOH about 30 wt%)
temperature: 343 K
R100: 800 nm/min
R110: 1500 nm/min
R111 in the model: 0 nm/min
R111 for the correction: 8 nm/min
R311 measured, rough: 1400 nm/min
MODEL
weights of (100), (110), (111) in (311): 0.6030, 0.0000, 0.5222
R311/R100, model: 0.6030
R311, model: 482.4 nm/min
R311, model: 28.9 um/h
R311, weights normalised to one: 428.7 nm/min
R511, model: 615.8 nm/min
R211, model: 326.6 nm/min
R210, model: 1306.5 nm/min
R221, model: 707.1 nm/min
COMPARISON
R311/R100, rough measured: 1.75
rough measured R311 / model R311: 2.90
CONVEX EDGE
angle (311) to (100): 25.24 deg
angle (311) to (111): 29.50 deg
etch time: 1 min
sideways edge shift, formula: 566 nm
sideways edge shift, simulated: 568 nm
bevel width, formula: 3569 nm
bevel width, simulated: 3569 nm
NEGLECTED EFFECTS
R311 with finite R111: 486.6 nm/min
R111/R100 of the example: 0.010
R111/R100 needed for R311 = R100: 0.7602
1 deg tilt of (100) to (111), rate loss: 1.25 %
1 deg tilt of (311) to (100), rate gain: 3.07 %
activation energy, rough: 0.6 eV
rate change for 1 K: 6.1 %
activation difference, assumed: 0.05 eV
change of rate ratio for 10 K: 4.9 %
all assertions hold
```
